**Rejection-free kinetic Monte Carlo against an exactly solvable ring**

The program simulates a six-site lattice gas with neighbour repulsion $V$, adsorption, desorption and hopping, drawing exponential waiting times with the total exit rate $R_a$ and choosing events in proportion to their rates. It asserts detailed balance with the weights $z^N e^{-\beta E}$, where $z$ is the ratio of adsorption to desorption rate constants, $N$ the particle number, $E$ the interaction energy and $\beta=1/(k_BT)$. It also asserts that the first-jump integral equation and the constant-rate trial construction reproduce the matrix exponential of the 64-state generator. The locally updated event lists are compared with rates from total energies after all 576 possible events. Simulated coverages during filling and at equilibrium must agree with the exact values within 4.5 standard errors. At equilibrium the output gives a coverage of 0.43475 ± 0.00082, against 0.43463 from the transfer matrix. Counting visits without their residence times gives about 0.462, and hops that ignore the interactions give a stationary coverage of 0.412 with nonzero entropy production.

## Numerical verification

```python
"""
Result under test: rejection-free kinetic Monte Carlo (exponential waiting time
with the total exit rate, successor chosen in proportion to its rate) reproduces
the master equation dP/dt = Q P of an interacting lattice gas, and its
residence-time averages are grand-canonical averages if detailed balance holds.

Model: ring of L sites, occupations 0 or 1, energy E = V * (occupied pairs).
  adsorption rate   k_ads
  desorption rate   k_des * exp(beta V m), m = number of occupied neighbours
  hopping rate      k_hop * exp(-beta dE / 2), dE = energy change of the hop
  z = k_ads / k_des, x = exp(-beta V)
Matrices act on column vectors: W[b, a] is the rate from state a to state b.
State numbers are bit patterns: bit i is the occupation of site i.
Energies in eV, times in s, rates in 1/s.
"""
import math
import random
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.stats import gamma, poisson

L = 6
TEMPERATURE = 500.0
V = 0.05
K_ADS, K_DES, K_HOP = 2.0, 1.0, 5.0
kT = constants.k / constants.e * TEMPERATURE
beta = 1.0 / kT
z = K_ADS / K_DES
x = math.exp(-beta * V)
n_states = 2 ** L

# ---------- exact side: all configurations and their full energies ----------
bits = np.array([[(a >> i) & 1 for i in range(L)] for a in range(n_states)])
number = bits.sum(axis=1)
pairs = (bits * np.roll(bits, -1, axis=1)).sum(axis=1)
energy = V * pairs
bond_masks = {(1 << i) | (1 << ((i + 1) % L)) for i in range(L)}


def rate_matrix(hop_rule):
    """Rates from total energies of the two configurations."""
    W = np.zeros((n_states, n_states))
    for a in range(n_states):
        for b in range(n_states):
            change = number[b] - number[a]
            flipped = a ^ b
            dE = energy[b] - energy[a]
            if bin(flipped).count("1") == 1:
                if change == 1:
                    W[b, a] = K_ADS
                else:
                    W[b, a] = K_DES * math.exp(-beta * dE)
            elif flipped in bond_masks and change == 0:
                if hop_rule == "midpoint":
                    exponent = -0.5 * beta * dE
                elif hop_rule == "fixed saddle":
                    # a & b is the configuration without the moving particle
                    exponent = beta * (energy[a] - energy[a & b])
                else:  # "blind": hops ignore the interactions
                    exponent = 0.0
                W[b, a] = K_HOP * math.exp(exponent)
    return W


def generator(W):
    return W - np.diag(W.sum(axis=0))


def stationary(Q):
    A = Q.copy()
    A[-1, :] = 1.0
    rhs = np.zeros(n_states)
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def entropy_production(W, p):
    """In units of k_B per second; zero if and only if all currents vanish."""
    flux = W * p[None, :]
    used = flux > 0
    back = flux.T
    return 0.5 * np.sum((flux - back)[used] * np.log(flux[used] / back[used]))


W = rate_matrix("midpoint")
Q = generator(W)
exit_rate = W.sum(axis=0)
boltzmann = z ** number * np.exp(-beta * energy)
boltzmann = boltzmann / boltzmann.sum()

# detailed balance and its consequence for the stationary state
flux = W * boltzmann[None, :]
assert np.max(np.abs(flux - flux.T)) < 1e-13
assert np.max(np.abs(stationary(Q) - boltzmann)) < 1e-12
assert abs(entropy_production(W, stationary(Q))) < 1e-10

# another valid hop rule: same equilibrium, different kinetics
W_saddle = rate_matrix("fixed saddle")
assert np.max(np.abs(stationary(generator(W_saddle)) - boltzmann)) < 1e-12
event_rate = float(exit_rate @ boltzmann)
event_rate_saddle = float(W_saddle.sum(axis=0) @ boltzmann)
assert abs(event_rate_saddle - event_rate) > 0.1


def slowest_rate(W_any):
    root = np.sqrt(boltzmann)
    S = generator(W_any) * root[None, :] / root[:, None]
    assert np.max(np.abs(S - S.T)) < 1e-11
    return -np.sort(np.linalg.eigvalsh(0.5 * (S + S.T)))[-2]


# inconsistent hop rule: steady currents and a wrong coverage
W_blind = rate_matrix("blind")
p_blind = stationary(generator(W_blind))
theta_blind = float(number @ p_blind) / L
sigma_blind = entropy_production(W_blind, p_blind)


# ---------- transfer-matrix formulas for the ring ----------
def ring_formulas(z, x):
    s = math.sqrt((1 - z * x) ** 2 + 4 * z)
    Z = top_z = top_x = 0.0
    for sign in (1, -1):
        lam = 0.5 * (1 + z * x + sign * s)
        dlam_dz = 0.5 * (x + sign * (2 - x * (1 - z * x)) / s)
        dlam_dx = 0.5 * (z - sign * z * (1 - z * x) / s)
        Z += lam ** L
        top_z += lam ** (L - 1) * dlam_dz
        top_x += lam ** (L - 1) * dlam_dx
    return z * top_z / Z, x * top_x / Z


theta, pair_prob = ring_formulas(z, x)
assert abs(theta - number @ boltzmann / L) < 1e-12
assert abs(pair_prob - pairs @ boltzmann / L) < 1e-12
langmuir = z / (1 + z)
assert abs(ring_formulas(z, 1.0)[0] - langmuir) < 1e-12
assert abs(theta_blind - theta) > 0.005 and sigma_blind > 0.01

# ---------- first-jump integral equation against the matrix exponential -----
t_test = 0.3
nodes, weights = np.polynomial.legendre.leggauss(40)
jump_times = 0.5 * t_test * (nodes + 1)
renewal = np.diag(np.exp(-exit_rate * t_test))
for s, w in zip(jump_times, 0.5 * t_test * weights):
    first_jump = W * np.exp(-exit_rate * s)[None, :]
    renewal = renewal + w * expm(Q * (t_test - s)) @ first_jump
renewal_error = np.max(np.abs(renewal - expm(Q * t_test)))
assert renewal_error < 1e-9

# ---------- event classes and the rejection-free algorithm ----------
CLASS_NAMES = ["adsorption", "desorption, m=0", "desorption, m=1",
               "desorption, m=2", "hop, dE=-V", "hop, dE=0", "hop, dE=+V"]
CLASS_RATES = [K_ADS] + [K_DES * math.exp(beta * V * m) for m in range(3)]
CLASS_RATES += [K_HOP * math.exp(-0.5 * beta * V * d) for d in (-1, 0, 1)]

# slots 0..L-1 are sites, slots L..2L-1 are bonds (b, b+1)
CHANGED = [(i,) for i in range(L)] + [(b, (b + 1) % L) for b in range(L)]
MASK = [sum(1 << i for i in sites) for sites in CHANGED]
AFFECTED = []
for sites in CHANGED:
    near = set()
    for i in sites:
        near.update((i + d) % L for d in (-1, 0, 1))
        near.update(L + (i + d) % L for d in (-2, -1, 0, 1))
    AFFECTED.append(sorted(near))


class RingKMC:
    def __init__(self, state, source):
        self.state = state
        self.occ = [(state >> i) & 1 for i in range(L)]
        self.uniform = source.random
        self.members = [[] for _ in CLASS_RATES]
        self.slot_class = [-1] * (2 * L)
        self.position = [0] * (2 * L)
        for slot in range(2 * L):
            self.refresh(slot)

    def classify(self, slot):
        occ = self.occ
        if slot < L:
            if occ[slot] == 0:
                return 0
            return 1 + occ[slot - 1] + occ[(slot + 1) % L]
        b = slot - L
        if occ[b] == occ[(b + 1) % L]:
            return -1
        right_minus_left = occ[(b + 2) % L] - occ[b - 1]
        return 5 + right_minus_left if occ[b] else 5 - right_minus_left

    def refresh(self, slot):
        new, old = self.classify(slot), self.slot_class[slot]
        if new == old:
            return
        if old >= 0:
            group = self.members[old]
            last = group.pop()
            if last != slot:
                group[self.position[slot]] = last
                self.position[last] = self.position[slot]
        if new >= 0:
            self.position[slot] = len(self.members[new])
            self.members[new].append(slot)
        self.slot_class[slot] = new

    def total_rate(self):
        return sum(k * len(g) for k, g in zip(CLASS_RATES, self.members))

    def draw(self):
        total = self.total_rate()
        wait = -math.log(1.0 - self.uniform()) / total
        target = self.uniform() * total
        fallback = None
        for k, group in zip(CLASS_RATES, self.members):
            if group:
                weight = k * len(group)
                if target < weight:
                    return wait, group[min(int(target / k), len(group) - 1)]
                target -= weight
                fallback = group[-1]
        return wait, fallback  # reached only through rounding

    def execute(self, slot):
        for i in CHANGED[slot]:
            self.occ[i] ^= 1
        self.state ^= MASK[slot]
        for near in AFFECTED[slot]:
            self.refresh(near)


# every event from every state: locally updated lists against global energies
source = random.Random(20)
n_updates = 0
for a in range(n_states):
    for slot in range(2 * L):
        sim = RingKMC(a, source)
        if sim.slot_class[slot] < 0:
            continue
        sim.execute(slot)
        column = np.zeros(n_states)
        for c, group in enumerate(sim.members):
            for member in group:
                column[sim.state ^ MASK[member]] += CLASS_RATES[c]
        assert np.max(np.abs(column - W[:, sim.state])) < 1e-11
        n_updates += 1


# ---------- one step by hand ----------
class HalfSource:
    def random(self):
        return 0.5


start = 0b001011  # sites 0, 1 and 3 occupied
example = RingKMC(start, HalfSource())
example_counts = [len(g) for g in example.members]
example_rate = example.total_rate()
example_wait, example_slot = example.draw()
example_class = CLASS_NAMES[example.slot_class[example_slot]]
example.execute(example_slot)
example_sites = [i for i in range(L) if example.occ[i]]

# ---------- equivalence with trials at a constant rate ----------
trial_rate = 2 * L * max(CLASS_RATES)
accept = example_rate / trial_rate
times = np.linspace(0.001, 0.1, 12)
trials = np.arange(1, 401)
mixture = np.array([np.sum(accept * (1 - accept) ** (trials - 1)
                           * gamma.pdf(t, trials, scale=1 / trial_rate))
                    for t in times])
exponential = example_rate * np.exp(-example_rate * times)
assert np.max(np.abs(mixture / exponential - 1)) < 1e-9
trial_step = np.eye(n_states) + Q / trial_rate
assert trial_step.min() >= 0
p = np.zeros(n_states)
p[0] = 1.0
mixed = np.zeros(n_states)
for n in range(200):
    mixed += poisson.pmf(n, trial_rate * t_test) * p
    p = trial_step @ p
assert np.max(np.abs(mixed - expm(Q * t_test)[:, 0])) < 1e-10

# ---------- filling of the empty ring ----------
record_times = [0.05, 0.2, 1.0]
n_runs = 6000
source = random.Random(12345)
recorded = np.zeros((n_runs, len(record_times)))
for run in range(n_runs):
    sim = RingKMC(0, source)
    t, k = 0.0, 0
    while k < len(record_times):
        wait, slot = sim.draw()
        t += wait
        while k < len(record_times) and record_times[k] < t:
            recorded[run, k] = number[sim.state] / L
            k += 1
        sim.execute(slot)
fill_kmc = recorded.mean(axis=0)
fill_err = recorded.std(axis=0, ddof=1) / math.sqrt(n_runs)
fill_exact = [float(number @ expm(Q * t)[:, 0]) / L for t in record_times]
for k in range(len(record_times)):
    assert abs(fill_kmc[k] - fill_exact[k]) < 4.5 * fill_err[k]

# ---------- long equilibrium run ----------
n_events, n_blocks = 300000, 100
sim = RingKMC(0, random.Random(777))
for _ in range(2000):
    sim.execute(sim.draw()[1])
visited, waits = [], []
for _ in range(n_events):
    wait, slot = sim.draw()
    visited.append(sim.state)
    waits.append(wait)
    sim.execute(slot)
visited, waits = np.array(visited), np.array(waits)


def ratio_with_error(top, bottom):
    """Ratio of sums, with a standard error from block residuals."""
    A = top.reshape(n_blocks, -1).sum(axis=1)
    B = bottom.reshape(n_blocks, -1).sum(axis=1)
    r = A.sum() / B.sum()
    return r, np.std(A - r * B, ddof=1) * math.sqrt(n_blocks) / B.sum()


ones = np.ones(n_events)
cov_kmc, cov_err = ratio_with_error(number[visited] / L * waits, waits)
pair_kmc, pair_err = ratio_with_error(pairs[visited] / L * waits, waits)
rate_kmc, rate_err = ratio_with_error(ones, waits)
evt_kmc, evt_err = ratio_with_error(number[visited] / L, ones)
evt_exact = float(number @ (boltzmann * exit_rate)) / L / event_rate
assert abs(cov_kmc - theta) < 4.5 * cov_err
assert abs(pair_kmc - pair_prob) < 4.5 * pair_err
assert abs(rate_kmc - event_rate) < 4.5 * rate_err
assert abs(evt_kmc - evt_exact) < 4.5 * evt_err
assert abs(evt_kmc - theta) > 5 * evt_err

# ---------- report ----------
print(f"Ring sites L = {L}, configurations = {n_states}")
print(f"Temperature = {TEMPERATURE:.0f} K, k_B T = {kT:.6f} eV")
print(f"Pair repulsion V = {V:.3f} eV, beta V = {beta * V:.5f}")
print(f"k_ads, k_des, k_hop = {K_ADS}, {K_DES}, {K_HOP} 1/s")
print(f"z = {z:.4f}, x = exp(-beta V) = {x:.5f}")
print("One step from occupied sites 0, 1, 3 (both random numbers 0.5):")
for name, k, c in zip(CLASS_NAMES, CLASS_RATES, example_counts):
    print(f"  {name:16s} rate {k:8.4f} 1/s, members {c}")
print(f"  total exit rate = {example_rate:.4f} 1/s")
print(f"  mean waiting time = {1 / example_rate:.5f} s")
print(f"  drawn waiting time = {example_wait:.5f} s")
print(f"  chosen class: {example_class}; occupied after: {example_sites}")
print(f"Local updates checked exhaustively = {n_updates}")
print(f"First-jump equation, max error at {t_test} s = {renewal_error:.1e}")
print(f"Filling from the empty ring, {n_runs} trajectories, coverage:")
for k, t in enumerate(record_times):
    print(f"  t = {t:.2f} s: exact {fill_exact[k]:.5f}, "
          f"KMC {fill_kmc[k]:.5f} +- {fill_err[k]:.5f}")
print(f"Equilibrium run, {n_events} events, {waits.sum():.1f} s simulated:")
print(f"  coverage: exact {theta:.5f}, KMC {cov_kmc:.5f} +- {cov_err:.5f}")
print(f"  pair probability: exact {pair_prob:.5f}, "
      f"KMC {pair_kmc:.5f} +- {pair_err:.5f}")
print(f"  event rate (1/s): exact {event_rate:.4f}, "
      f"KMC {rate_kmc:.4f} +- {rate_err:.4f}")
print(f"  coverage per event (biased): exact {evt_exact:.5f}, "
      f"KMC {evt_kmc:.5f} +- {evt_err:.5f}")
print(f"Coverage without interactions (V = 0) = {langmuir:.5f}")
print(f"Interaction-blind hops: coverage = {theta_blind:.5f}")
print(f"  entropy production = {sigma_blind:.4f} k_B/s")
print(f"Fixed-saddle hops: event rate = {event_rate_saddle:.4f} 1/s")
print(f"Slowest relaxation rate, midpoint hops = {slowest_rate(W):.4f} 1/s")
print(f"Slowest relaxation rate, fixed saddle = "
      f"{slowest_rate(W_saddle):.4f} 1/s")
print(f"Rejection method: trial rate = {trial_rate:.3f} 1/s")
print(f"  mean trials per executed event = {trial_rate / event_rate:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Ring sites L = 6, configurations = 64
Temperature = 500 K, k_B T = 0.043087 eV
Pair repulsion V = 0.050 eV, beta V = 1.16045
k_ads, k_des, k_hop = 2.0, 1.0, 5.0 1/s
z = 2.0000, x = exp(-beta V) = 0.31334
One step from occupied sites 0, 1, 3 (both random numbers 0.5):
  adsorption       rate   2.0000 1/s, members 3
  desorption, m=0  rate   1.0000 1/s, members 1
  desorption, m=1  rate   3.1914 1/s, members 2
  desorption, m=2  rate  10.1849 1/s, members 0
  hop, dE=-V       rate   8.9322 1/s, members 1
  hop, dE=0        rate   5.0000 1/s, members 2
  hop, dE=+V       rate   2.7989 1/s, members 1
  total exit rate = 35.1138 1/s
  mean waiting time = 0.02848 s
  drawn waiting time = 0.01974 s
  chosen class: hop, dE=-V; occupied after: [1, 3, 5]
Local updates checked exhaustively = 576
First-jump equation, max error at 0.3 s = 1.9e-15
Filling from the empty ring, 6000 trajectories, coverage:
  t = 0.05 s: exact 0.09229, KMC 0.08956 +- 0.00151
  t = 0.20 s: exact 0.28096, KMC 0.28050 +- 0.00218
  t = 1.00 s: exact 0.43365, KMC 0.43292 +- 0.00198
Equilibrium run, 300000 events, 9704.8 s simulated:
  coverage: exact 0.43463, KMC 0.43475 +- 0.00082
  pair probability: exact 0.12130, KMC 0.12136 +- 0.00060
  event rate (1/s): exact 30.8888, KMC 30.9126 +- 0.0620
  coverage per event (biased): exact 0.46167, KMC 0.46164 +- 0.00072
Coverage without interactions (V = 0) = 0.66667
Interaction-blind hops: coverage = 0.41183
  entropy production = 1.8185 k_B/s
Fixed-saddle hops: event rate = 43.8134 1/s
Slowest relaxation rate, midpoint hops = 6.5205 1/s
Slowest relaxation rate, fixed saddle = 6.6533 1/s
Rejection method: trial rate = 122.218 1/s
  mean trials per executed event = 3.957
ALL CHECKS PASSED
```
